# Sampling subgap states from multitemperature transistor data: mobility, flat band and traps

An amorphous-oxide transistor with many tail states below the conduction band conducts better when it is warmed, because electrons held in these states are released. A barrier to band motion can produce a similar rise. A low conductance can mean many traps, a low band mobility, or a flat-band voltage that leaves less charge in the channel. Which of these can transfer curves at several temperatures distinguish, and how do the remaining uncertainties hang together?

## Two readings, solved by hand

Suppose that, at a known gate charge, the conductance $G$ varies as $\mu N^{-a}$, with $\mu$ the band mobility, $N$ the tail-state density and $a=E_0/kT$. Here $E_0$ is the energy over which the tail decays; the law is derived below. With $E_0$ and the gate charge known, remove the known factors and define, at temperature $T_i$,

$$z_i=m-a_i n,\qquad m=\ln\mu,\quad n=\ln N .$$

At one temperature only the combination $m-an$ is measured. Two temperatures give two equations. Subtracting them gives $n$, and inserting $n$ in the first gives $m$:

$$n=\frac{z_2-z_1}{a_1-a_2},\qquad m=\frac{a_1z_2-a_2z_1}{a_1-a_2}.$$

Let each $z_i$ have an independent Gaussian error $s$. Variances add with squared coefficients, so

$$\sigma_n=\frac{\sqrt2\,s}{a_1-a_2},\quad
\sigma_m=\frac{s\sqrt{a_1^2+a_2^2}}{a_1-a_2},\quad
\mathrm{cov}(m,n)=\frac{s^2(a_1+a_2)}{(a_1-a_2)^2},$$

$$\rho=\frac{a_1+a_2}{\sqrt{2(a_1^2+a_2^2)}} .$$

For $E_0=40$ meV, $a=1.934$ at 240 K and $1.289$ at 360 K. With $s=0.02$, $\sigma_n=0.0283/0.645=0.044$, $\sigma_m=0.0465/0.645=0.072$ and $\rho=3.223/3.287=0.98$. A 2 % reading has become a 7 % mobility. If the temperatures approach each other, both errors diverge and $\rho\to1$.

The same example shows how a Markov chain should move. With uniform priors in $m$ and $n$, the log posterior relative to its peak is

$$\ell=-\frac{1}{2s^2}\sum_{i=1}^{2}(\delta m-a_i\delta n)^2 .$$

Start at the peak and propose $\delta m=0.02$, $\delta n=0$. Both residuals equal $s$, so $\ell=-1$ and the posterior falls to $e^{-1}=0.37$ of its peak. Now propose the longer move $\delta n=0.02$, $\delta m=0.0322$. The residuals are $\mp0.00645$, or $\mp0.32s$, so $\ell=-0.10$ and the ratio is 0.90. The posterior is a narrow ridge, and proposals must be stretched along it.

## From trap density to conductance

Let $u$ be the local Fermi energy minus the conduction-band edge. Energies are in eV; in electrostatic formulas the same numbers are volts. The density of tail states is $g(E)=(N/E_0)e^{E/E_0}$ for $E<0$, so $N$ is its integral. The trapped density is

$$n_t(u)=\int_{-\infty}^{0}\frac{N}{E_0}\,\frac{e^{E/E_0}}{1+e^{(E-u)/kT}}\,dE .$$

Free electrons occupy a parabolic band with Fermi statistics and density $n_f(u)$. The film is taken as thick, with negligible background charge and a band mobility independent of temperature.

Let $x$ run from the gate interface into the film. The field is $F=-du/dx$, and the electron charge density $-q(n_f+n_t)$ gives $dF/dx=-q(n_f+n_t)/\varepsilon$. Multiplying these,

$$\frac{d}{dx}\frac{F^2}{2}=F\frac{dF}{dx}=\frac q\varepsilon(n_f+n_t)\frac{du}{dx}.$$

Since $F$ vanishes deep in the film, integration yields

$$\frac{\varepsilon F^2}{2}=qP(u),\qquad P(u)=\int_{-\infty}^{u}(n_f+n_t)\,du' .$$

With $dx=-du/F$, the conductance of a square channel at small drain bias is

$$G=\mu q\int_{-\infty}^{u_s}\frac{n_f}{F}\,du .$$

The gate voltage is shared between surface potential and oxide:

$$V_G=V_{FB}+(u_s-u_{flat})+\frac{Q}{C_i},\qquad Q=\varepsilon F_s .$$

Here $u_s$ and $F_s$ are surface values, $C_i$ is the oxide capacitance per area and $u_{flat}=-0.45$ eV is a fixed reference. These equations are the forward model: parameters in, $\ln G(V_G,T)$ out. Integrating Poisson's equation in space at 280 K, for the example below and $u_s$ near $-0.05$ eV, reproduces the surface field and the free sheet charge to better than $10^{-5}$ relative.

## The trap-limited law and what it hides

Take $kT<E_0$, $u_s$ well below the band edge, and trapped charge dominant. The upper limit of the trap integral may then be moved to infinity. With $t=e^{(E-u)/kT}$,

$$n_t=\frac Na e^{u/E_0}\int_0^\infty\frac{t^{1/a-1}}{1+t}\,dt=N\theta e^{u/E_0},\qquad \theta=\frac{\pi/a}{\sin(\pi/a)},$$

where the integral is the beta function $\Gamma(1/a)\Gamma(1-1/a)=\pi/\sin(\pi/a)$. The added piece, estimated with Boltzmann occupation, is $Ne^{u/kT}/(a-1)$. Relative to $n_t$ it is

$$r=\frac{e^{u(1/kT-1/E_0)}}{(a-1)\theta},$$

which must be small. The law therefore fails near the band edge and as $a\to1$.

Now $P=E_0N\theta e^{u/E_0}$. Define $B=2q\varepsilon E_0N\theta$. Then $F=(\sqrt B/\varepsilon)e^{u/2E_0}$, and at the surface $Q^2=Be^{u_s/E_0}$. With $n_f=N_ce^{u/kT}$, where $N_c$ is the effective density of band states, the conductance integral has the exponent $\kappa=1/kT-1/(2E_0)$:

$$G=\frac{\mu qN_c\varepsilon}{\kappa\sqrt B}\,e^{\kappa u_s}.$$

Because $\kappa E_0=a-\tfrac12$, we have $e^{\kappa u_s}=(Q^2/B)^{a-1/2}$. Also $1/\kappa=kT/(1-1/2a)$. Hence

$$G=\mu\,\frac{qN_c\varepsilon kT}{1-1/(2a)}\,B^{-a}Q^{2a-1}.$$

Since $B\propto N$, this contains the factor $\mu N^{-a}$ used above.

Gate voltage, not gate charge, is set in the laboratory. Replace $N$ by $Ne^d$ at fixed $Q$. From $u_s=E_0\ln(Q^2/B)$, the surface level falls by $E_0d$. Raising $V_{FB}$ by $E_0d$ restores the same $V_G$ for the same $Q$, and $\ln G$ has changed by $-ad$ along the whole curve. In this limit the joint change

$$(\delta\ln\mu,\ \delta\ln N,\ \delta V_{FB})=(a,\,1,\,E_0)\,d$$

is therefore invisible at one temperature. It becomes visible at a second one, where $a$ differs.

There is a second consequence. If the mobility has a barrier, $\mu(T)=\mu_0e^{-E_b/kT}$, its effect on $\ln G$ is $-E_b/kT=-a(E_b/E_0)$. A model without a barrier reproduces it at every temperature by using $d=E_b/E_0$, that is

$$N\to Ne^{E_b/E_0},\qquad V_{FB}\to V_{FB}+E_b .$$

The reason is geometric: measured from a transport edge higher by $E_b$, the same exponential tail has a larger prefactor. In the trap limit, more temperatures do not separate these descriptions.

The full model was tested with $N=10^{21}$ cm$^{-3}$, $E_0=45$ meV and $d=0.5$, over the example's temperatures and gate voltages. The predicted changes of $\ln G$ run from $-0.73$ to $-1.09$; the largest deviation is 0.013.

## Precision, partial correlation and marginal correlation

Collect the parameters in $p=(\ln\mu,\ln N,E_0,V_{FB})$. Let $J$ hold the derivatives of all $\ln G$ readings with respect to $p$. Near the best fit, when the data dominate uniform priors and the model is nearly linear, the posterior is

$$\pi\propto e^{-\frac12\delta p^T\Lambda\,\delta p},\qquad \Lambda=\frac{J^TJ}{s^2},\qquad \Sigma=\Lambda^{-1}.$$

Two different correlations follow. If all parameters except $i$ and $j$ are held fixed, their precision is the $2\times2$ block of $\Lambda$. Inverting that block reverses the sign of its off-diagonal element, so the partial correlation is

$$\rho_{ij}^{part}=-\frac{\Lambda_{ij}}{\sqrt{\Lambda_{ii}\Lambda_{jj}}}.$$

If the other parameters are free to readjust, the marginal correlation is $\Sigma_{ij}/\sqrt{\Sigma_{ii}\Sigma_{jj}}$.

In the trap limit at fixed $Q$, the derivatives with respect to $\ln\mu$ and $\ln N$ are $1$ and $-a$. For equal numbers of readings at each temperature,

$$\rho_{\mu N}^{part}=\frac{\langle a\rangle}{\sqrt{\langle a^2\rangle}}
=\frac{\langle1/T\rangle}{\sqrt{\langle1/T^2\rangle}} .$$

The tail energy cancels because $a=E_0/kT$. The values $a=1.934,1.658,1.451,1.289$ have mean 1.583 and root mean square 1.601, so the correlation is 0.989. At fixed gate voltage the surface potential makes this an approximation; the full model in the deep-trap case just described also gives 0.989.

The signs do not need the trap limit. At fixed $u$, increasing $N$ increases $P$ and hence $F$. At fixed $V_G$ the surface level must then fall. The integral for $G$ has a lower upper limit and a larger denominator, so $G$ decreases. Increasing $E_0$ at fixed $N$ moves tail states deeper, which also raises $P$ and lowers $G$. Increasing $V_{FB}$ leaves less gate drive and lowers $G$ too. Increasing $\mu$ raises it. Thus, in the linear Gaussian approximation, $\mu$ has positive partial correlations with the other three parameters, which have negative ones among themselves.

## The sampling algorithm in general

The log posterior inside the prior box is

$$\ell(p)=-\frac1{2s^2}\sum_k\left[y_k-\ln G_k(p)\right]^2,$$

with $y_k$ the measured values of $\ln G$; outside the box it is $-\infty$. The procedure is as follows.

1. Find the best fit by nonlinear least squares, compute $J$ by central differences, and form $\Sigma$.
2. Start several chains from points spread more widely than $\Sigma$.
3. Propose $p'=p+hLz$, where $LL^T=\Sigma$, $z$ is a standard normal vector and $h=2.38/\sqrt{4}$ is a usual scale for four parameters.
4. Accept $p'$ with probability $A=\min(1,e^{\ell(p')-\ell(p)})$; otherwise record $p$ again.
5. Discard the early part, check convergence, and compute moments and correlations from the rest.

The proposal is symmetric, so the flow from $p$ to $p'$ is proportional to $\pi(p)A(p\to p')=\min[\pi(p),\pi(p')]$. The reverse flow has the same value. With no net flow between any pair of points, $\pi$ is stationary. The Gaussian proposals can reach every part of the box, so chains are not confined to one region, although a badly shaped proposal can make them slow.

For convergence, cut each chain into halves of length $n$. Let $W$ be the mean variance within the halves and $D$ the variance of their means. The ratio

$$\hat R=\sqrt{\frac{n-1}{n}+\frac DW}$$

should be close to one. The autocorrelation time is $\tau=1+2\sum_{k\ge1}r_k$, with $r_k$ the correlation at lag $k$ and the sum stopped once noise dominates. From $M$ recorded points, a mean has a sampling error of about $\sigma\sqrt{\tau/M}$. These diagnostics test the sampling, not the physics of the model.

## A tail-rich oxide transistor

Synthetic data are made with $\mu=15$ cm$^2$/Vs, $N=10^{19}$ cm$^{-3}$, $E_0=40$ meV and $V_{FB}=0.5$ V. There are 15 gate voltages from 3.5 to 10.5 V at each of 240, 280, 320 and 360 K, with an error of 0.02 in $\ln G$. The oxide is 100 nm thick, with $C_i=34.53$ nF/cm$^2$. The film has relative permittivity 10 and an effective mass of 0.34 free-electron masses. The priors are uniform in $\ln\mu$, $\ln N$, $E_0$ and $V_{FB}$ within 1–200 cm$^2$/Vs, $10^{17}$–$10^{21}$ cm$^{-3}$, 26–62 meV and $-3$ to 3 V.

First read one point. At 280 K and 3.5 V, $u_s=-0.130$ eV, so the surface potential is 0.32 V and the oxide drop is $3.5-0.5-0.32=2.68$ V. The gate charge is $34.53\times2.68=92.5$ nC/cm$^2$. With $G=0.0165$ μS, the free share of the charge is

$$\frac{G}{\mu Q}=\frac{1.65\times10^{-8}}{15\times9.25\times10^{-8}}=0.012 .$$

The field-effect mobility $C_i^{-1}dG/dV_G$ is 0.41 cm$^2$/Vs, far below the band mobility because most added electrons are trapped. At 10.5 V it is 3.3 cm$^2$/Vs. There $u_s=-0.019$ eV, and the estimate $r$ rises from 0.09 at the lower voltage to 0.56. Traps still hold 92 % of the charge, but the closed power law is no longer adequate; the fit uses the full integrals.

The posterior is $\ln\mu=2.736\pm0.017$, $\ln N=43.767\pm0.012$, $E_0=40.3\pm0.8$ meV and $V_{FB}=0.43\pm0.11$ V. Its centre corresponds to $\mu=15.4$ cm$^2$/Vs and $N=1.02\times10^{19}$ cm$^{-3}$. Mobility and density are both high by about 1.5 standard deviations, as their positive correlation makes likely. The best-fit $\chi^2$ is 48.2, against an expected $60-4=56$ with a spread of $\sqrt{112}\approx11$.

Twelve chains with 4000 retained steps each give $\tau=15.1$, about 3200 effective samples and $\hat R=1.003$. Deterministic Gauss–Hermite integration of the same posterior agrees with the chain means within 0.03 standard deviations and with the correlations within 0.012.

The correlations show why both kinds are needed:

| Pair | Marginal | Partial |
|---|---:|---:|
| $\mu,N$ | +0.83 | +0.99 |
| $\mu,V_{FB}$ | −0.12 | +0.92 |
| $N,V_{FB}$ | +0.26 | −0.93 |
| $E_0,V_{FB}$ | −0.99 | −1.00 |

The last partial value is $-0.998$ before rounding. The two middle pairs change sign when the other parameters are released. In the Gaussian approximation, a rise of $V_{FB}$ by one standard deviation, 0.11 V, is accompanied on average by a change of $E_0$ of $-0.990\times0.767=-0.76$ meV. The average changes of $\ln\mu$ and $\ln N$ are merely $-0.002$ and $+0.003$. In this experiment a flat-band error that is the same at all temperatures goes mainly into the tail slope. An independent measurement of $V_{FB}$ would therefore sharpen $E_0$ much more than $\mu$.

With the same total of 60 readings but all at 280 K, the linearised standard deviations, without the prior box, become 0.74 for $\ln\mu$ and 0.45 for $\ln N$. Both are roughly 40 times the four-temperature values. The spread of temperatures, rather than the number of readings, makes the difference.

The density of states is better known at some energies than at others. From $\ln g=\ln N-\ln E_0+E/E_0$,

$$\delta\ln g=\delta\ln N-c\,\frac{\delta E_0}{E_0},\qquad c=1+\frac E{E_0}.$$

Let $\sigma_N$ and $\sigma_E$ be the standard deviations of $\ln N$ and $\ln E_0$. The variance $\sigma_N^2-2c\rho\sigma_N\sigma_E+c^2\sigma_E^2$ is smallest at $c=\rho\sigma_N/\sigma_E$. With $\rho=-0.323$, $\sigma_N=0.012$ and $\sigma_E=0.767/40.3=0.019$, this gives $c=-0.20$ and $E=-0.049$ eV. The error of $\ln g$ is 0.012 there and 0.026 at the band edge. The best energy lies within the range swept by the surface Fermi level at 280 K.

## Errors that a good fit does not reveal

Suppose neglected physics changes the data by a small $\delta y$. Least squares minimises $|\delta y-J\delta p|^2$. Setting its derivative to zero gives $J^TJ\,\delta p=J^T\delta y$, hence

$$\delta p=\frac{\Sigma J^T\delta y}{s^2}.$$

The part of $\delta y$ that resembles a parameter change is absorbed; only the remainder appears as misfit. Refitting noise-free data with one effect added at a time gives these results:

- A finite film of 80 nm raises the fitted $\ln\mu$ by 2.3 standard deviations and $\ln N$ by 2.6, and lowers $V_{FB}$ by 1.5, or 0.16 V.
- A flat-band drift of $-0.5$ mV/K, zero at 300 K, raises $\ln\mu$ by 3.7 standard deviations, about 6 % in mobility, and $\ln N$ by 3.1.
- A contact resistance of 20 Ω cm with a 50 μm channel moves no parameter by more than 0.2 standard deviations.
- A 10 meV mobility barrier raises $\ln N$ by 0.246, or 20 standard deviations. The trap-limit rule predicts $10/40=0.250$.

The largest root-mean-square misfit among these, for the drift, is 0.18 of the noise. It adds about $60\times0.18^2=2$ to $\chi^2$, well inside the statistical spread of 11. The barrier leaves only 0.05 of the noise. A satisfactory $\chi^2$ therefore does not validate the assumed mobility law.

The parameters stand for the rough regime of a lightly annealed, tail-rich amorphous In-Ga-Zn-O film. Well-annealed films can reach field-effect mobilities of roughly 10 cm$^2$/Vs, so the values here are low and the tail density is high. The slope $E_0=40$ meV is also large: values reported for such films are often near or below $kT$, where $a<1$ and the closed law does not exist. With $E_0=20$ meV a 10 meV barrier is still absorbed with little misfit, but it raises $\ln N$ by 0.39, not the 0.5 of the rule. Channels are commonly thinner than 80 nm, and the bias grows accordingly. At 40 and 20 nm the fitted $\ln N$ rises by about 6 and 10 standard deviations and $V_{FB}$ falls by about 0.4 and 0.6 V, while $\chi^2$ grows by less than 5. A neutral bulk at $u_{flat}$, which needs a compensating background charge, moves $\ln\mu$ and $\ln N$ by roughly one standard deviation. Real devices can break the assumption of a temperature-independent mobility through percolation over potential fluctuations. Where this acts like a single fixed barrier, the consequence is the one just calculated; a spread of barriers, or barriers that change with gate voltage, needs its own model. The largest oxide field, 0.96 MV/cm, is well below the rough 10 MV/cm breakdown field of good thermal silicon dioxide.

Confinement is a more serious omission. A triangular well with the surface field at 280 K puts the lowest subband 54 to 126 meV above the band edge at the interface. This estimate is high within the effective-mass picture, since the real field weakens with depth. The lifetime broadening $\hbar q/(\mu m^*)$, with $m^*$ the effective mass, is 227 meV, about nine times $kT$ at 280 K. Neither sharp subbands nor a sharp parabolic band edge is then a reliable description, and $\mu$ is best read as an effective parameter of the model. For scale, a constant barrier of 54 meV would, by the trap-limit rule, multiply the fitted $N$ by $e^{54/40}$, or nearly 4; the full model, which is not in the trap limit, gives 3.5. Confinement is not such a barrier, however. The classical model already spreads the free electrons over a finite depth, so the loss of free charge corresponds to a barrier smaller than the subband energy. But this loss grows with gate voltage, so it can distort $\mu$, $E_0$ and $V_{FB}$ as well as $N$, and the parameters readjust together. The factor of 4 is therefore not an upper limit for the error of $N$. With sharp subbands, a Schrödinger–Poisson solution gives an effective barrier of about 12 to 31 meV across the gate range at 280 K. Fitting such data with the classical model raises $\mu$ roughly fivefold and $N$ roughly tenfold, and adds about 45 to $\chi^2$, so this error would be partly visible as misfit. The quoted errors are thus statistical errors within the model. Absolute values for a real film need a model that includes confinement and disorder. The numerical output below lists the values for the example and the four tabulated effects. It does not list those for thinner films, the smaller tail slope, the neutral bulk, the 54 meV refit or the confined channel.

## Values computed for the example and the checks

```
temperatures: [240. 280. 320. 360.] K
gate voltages: 3.5 to 10.5 V, 15 values
noise of ln G: 0.020; oxide 100 nm, C = 34.53 nF/cm2
relative permittivity of film 10.0, mass ratio 0.34, flat-band level -0.45 eV
true mu 15.0 cm2/Vs, N 1.00e+19 cm^-3, E0 40.0 meV, V_FB 0.50 V
prior box low : mu 1 cm2/Vs, N 1e+17 cm^-3, E0 26 meV, V_FB -3 V
prior box high: mu 200 cm2/Vs, N 1e+21 cm^-3, E0 62 meV, V_FB 3 V
E0/kT in example: [1.934 1.658 1.451 1.289]
G at 240 K, lowest and highest gate: 0.0061, 0.2877 uS
G at 280 K, lowest and highest gate: 0.0165, 0.4067 uS
G at 320 K, lowest and highest gate: 0.0353, 0.5445 uS
G at 360 K, lowest and highest gate: 0.0643, 0.6990 uS
280 K, 3.5 V: surface level -0.130 eV, free charge share 0.012, mu_FE 0.41 cm2/Vs
280 K, 10.5 V: surface level -0.019 eV, free charge share 0.082, mu_FE 3.29 cm2/Vs
Poisson test, relative error of F and S: 3.5e-07, 3.7e-06
trap-limited law, relative error: 2.1e-04
degenerate shift, largest error of ln G: 0.0126 for d = 0.5
trap-limit partial corr(mu,N): model 0.9893, law 0.9886
chi-square at best fit: 48.2 for 60 data, 4 parameters
posterior ln mu: mean 2.736, sd 0.017, true 2.708
posterior ln N: mean 43.767, sd 0.012, true 43.749
posterior E0 (meV): mean 40.348, sd 0.767, true 40.000
posterior V_FB (V): mean 0.433, sd 0.111, true 0.500
posterior centre: mu 15.42 cm2/Vs, N 1.02e+19 cm^-3
correlation mu,N: marginal +0.827, partial +0.988
correlation mu,E0: marginal +0.116, partial +0.936
correlation mu,V_FB: marginal -0.123, partial +0.919
correlation N,E0: marginal -0.323, partial -0.950
correlation N,V_FB: marginal +0.264, partial -0.934
correlation E0,V_FB: marginal -0.990, partial -0.998
chains 12, kept steps 4000, acceptance 0.297
largest autocorrelation time 15.1 steps, effective samples 3170, R-hat 1.0034
chain vs quadrature: mean 0.026 sd, sd 0.014 relative, correlation 0.0118
repeated experiments, scatter / posterior sd: [0.96 0.94 0.89 0.9 ]
linearised sd, four T : [0.017 0.012 0.748 0.107] (ln mu, ln N, meV, V)
linearised sd, 280 K only: [0.735 0.445 1.154 0.178] (same)
sd of ln g at band edge 0.026; smallest 0.012 at -0.049 eV
neglected: film 80 nm, contact 20 ohm cm, channel 50 um
neglected: V_FB drift -0.5 mV/K, barrier 10 meV
shifts below in linearised sd of (ln mu, ln N, E0, V_FB)
film thickness: [ 2.25  2.57  0.66 -1.46], rms misfit/noise 0.141
contact resistance: [-0.17 -0.02 -0.08  0.06], rms misfit/noise 0.016
V_FB drift: [3.73 3.05 0.1  0.01], rms misfit/noise 0.182
mobility barrier: [ 0.43 19.75 -0.07  0.28], rms misfit/noise 0.053
barrier: shift of ln N 0.246, trap-limit rule 0.250
linear shift formula vs refit (contact): gap 0.000 sd
largest oxide field 0.96 MV/cm
lowest triangular subband: 54 to 126 meV; broadening 227 meV
barrier rule for lowest subband energy: N factor 3.8
```
